# The force of the Harris–Foulkes energy with superposed atomic densities

Let $\mathbf R_A$ and $Z_A$ be the positions and charges of the nuclei of a closed-shell system, treated in Kohn–Sham theory and in atomic units. The input density is a sum of atomic densities,

$$n_{\rm in}(\mathbf r)=\sum_A n_A(\mathbf r-\mathbf R_A),$$

in which each function $n_A$ is frozen: it moves with its nucleus and does not otherwise change. The Hamiltonian made from this density is

$$H=T+v_{\rm ext}+v_{\rm H}[n_{\rm in}]+v_{\rm xc}[n_{\rm in}],\qquad v_{\rm ext}(\mathbf r)=-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}.$$

It is diagonalized once. Its lowest orbitals $\varphi_i$, with energies $\varepsilon_i$, are doubly occupied and give the output density $n_{\rm out}=2\sum_i\varphi_i^2$, the orbitals being real. Sums over $i$ run over occupied orbitals, and a gap separates these from the empty ones. The Harris–Foulkes energy is

$$E=2\sum_i\varepsilon_i-E_{\rm H}[n_{\rm in}]+E_{\rm xc}[n_{\rm in}]-\int v_{\rm xc}[n_{\rm in}]\,n_{\rm in}\,d\mathbf r+E_{NN},$$

where $E_{NN}$ is the nuclear repulsion and $E_{\rm H}[n]=\tfrac12\int v_{\rm H}[n]\,n\,d\mathbf r$. If $n_{\rm in}=n_{\rm out}=n$, the band energy $2\sum_i\varepsilon_i$ equals the kinetic energy plus $\int n\,(v_{\rm ext}+v_{\rm xc})\,d\mathbf r+2E_{\rm H}$. The subtractions then remove one $E_{\rm H}$ and the integral of $v_{\rm xc}n$, and $E$ becomes the Kohn–Sham energy. For a superposition of atoms the two densities differ, and the force must be derived from $E$ as it stands.

Write $\partial_A$ for the gradient with respect to $\mathbf R_A$, so that $\mathbf F_A=-\partial_A E$. Both potentials made from $n_{\rm in}$ change when an atom moves. Their change is governed by the kernel

$$K(\mathbf r,\mathbf r')=\frac{1}{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r'),\qquad f_{\rm xc}(\mathbf r,\mathbf r')=\frac{\delta v_{\rm xc}(\mathbf r)}{\delta n(\mathbf r')},$$

taken at $n_{\rm in}$. It is symmetric in its two arguments, because $f_{\rm xc}$ is a second functional derivative of $E_{\rm xc}$.

The band energy comes first. Expand the orbitals in real atom-centred functions, $\varphi_i=\sum_\mu C_{\mu i}\chi_\mu$, and let $C$ hold the occupied columns. With the overlap matrix $S$ and the diagonal matrix $\varepsilon$ of occupied energies,

$$HC=SC\varepsilon,\qquad C^TSC=1,\qquad 2\sum_i\varepsilon_i=2\,{\rm tr}(C^THC).$$

Differentiation gives

$$\partial_A\Big(2\sum_i\varepsilon_i\Big)=2\,{\rm tr}(C^T\partial_AH\,C)+4\,{\rm tr}(\partial_AC^T\,HC).$$

In the last term put $HC=SC\varepsilon$ and $M=\partial_AC^T\,SC$. Since $\varepsilon$ is symmetric, $2\,{\rm tr}(M\varepsilon)={\rm tr}[(M+M^T)\varepsilon]$. The derivative of the normalization condition is $M+M^T+C^T\partial_AS\,C=0$. Hence

$$4\,{\rm tr}(M\varepsilon)=-2\,{\rm tr}(C^T\partial_AS\,C\,\varepsilon),$$

and no derivative of a coefficient is left. With $P=2CC^T$ and $W=2C\varepsilon C^T$,

$$\partial_A\Big(2\sum_i\varepsilon_i\Big)={\rm Tr}(P\,\partial_AH)-{\rm Tr}(W\,\partial_AS).$$

The matrix $H_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ changes because the functions move and because the potential changes. A function on atom $A$ has $\partial_A\chi_\mu=-\nabla\chi_\mu$; a function on another atom has zero derivative. The two places at which a function may be differentiated give equal traces, since $P$ and $H$ are symmetric, so

$${\rm Tr}(P\,\partial_AH)=-2\sum_{\mu\in A,\nu}P_{\mu\nu}\langle\nabla\chi_\mu|H|\chi_\nu\rangle+\int n_{\rm out}\,\partial_A(v_{\rm ext}+v_{\rm H}+v_{\rm xc})\,d\mathbf r.$$

Here $n_{\rm out}=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\chi_\nu$ has been used. Likewise ${\rm Tr}(W\partial_AS)=-2\sum_{\mu\in A,\nu}W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle$. By the definition of $K$, the potentials of the input density contribute

$$\int n_{\rm out}\,\partial_A(v_{\rm H}+v_{\rm xc})\,d\mathbf r=\iint n_{\rm out}(\mathbf r)K(\mathbf r,\mathbf r')\,\partial_An_{\rm in}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The remaining terms depend on $n_{\rm in}$ alone. The factor one half in $E_{\rm H}$ is cancelled by the two equal derivatives of its two densities:

$$\partial_AE_{\rm H}=\int v_{\rm H}\,\partial_An_{\rm in}\,d\mathbf r=\iint\frac{n_{\rm in}(\mathbf r)\,\partial_An_{\rm in}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

For exchange and correlation,

$$\partial_A\Big(E_{\rm xc}-\int v_{\rm xc}n_{\rm in}\,d\mathbf r\Big)=\int v_{\rm xc}\,\partial_An_{\rm in}\,d\mathbf r-\int v_{\rm xc}\,\partial_An_{\rm in}\,d\mathbf r-\iint n_{\rm in}(\mathbf r)f_{\rm xc}(\mathbf r,\mathbf r')\,\partial_An_{\rm in}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The first two integrals cancel. Together with $-\partial_AE_{\rm H}$ the last one makes $-\iint n_{\rm in}K\,\partial_An_{\rm in}$. Added to the band-energy part, this gives $\iint(n_{\rm out}-n_{\rm in})K\,\partial_An_{\rm in}$ in $\partial_AE$. The force has the opposite sign, but rigid motion supplies another minus sign, $\partial_An_{\rm in}(\mathbf r)=-\nabla n_A(\mathbf r-\mathbf R_A)$. The result is

$$\boxed{\mathbf F_A=-\partial_AE_{NN}-\int n_{\rm out}\,\partial_Av_{\rm ext}\,d\mathbf r+\mathbf F_A^{K}+\mathbf F_A^{\rm basis}}$$

with

$$\mathbf F_A^{K}=\iint[n_{\rm out}(\mathbf r)-n_{\rm in}(\mathbf r)]\,K(\mathbf r,\mathbf r')\,\nabla'n_A(\mathbf r'-\mathbf R_A)\,d\mathbf r\,d\mathbf r',$$

$$\mathbf F_A^{\rm basis}=2\sum_{\mu\in A,\nu}\big[P_{\mu\nu}\langle\nabla\chi_\mu|H|\chi_\nu\rangle-W_{\mu\nu}\langle\nabla\chi_\mu|\chi_\nu\rangle\big].$$

The basis term and the kernel term have different origins. Inserting $P$ and $W$ turns the former into

$$\mathbf F_A^{\rm basis}=4\sum_i\sum_{\mu\in A}C_{\mu i}\langle\nabla\chi_\mu|(H-\varepsilon_i)\varphi_i\rangle.$$

It vanishes if the orbitals solve the eigenvalue equation at every point, as in a complete basis. It is also absent if the basis functions do not move, as with plane waves in a fixed cell. Neither circumstance removes $\mathbf F_A^K$, which vanishes when $n_{\rm out}=n_{\rm in}$. The other three terms then form the usual self-consistent force.

The kernel term can be evaluated through one potential for the whole system. With $\delta n=n_{\rm out}-n_{\rm in}$, define

$$\delta v(\mathbf r)=\int K(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r'.$$

The symmetry of $K$ and an integration by parts, in which the surface term vanishes because $n_A$ decays, give

$$\mathbf F_A^K=\int\delta v(\mathbf r)\,\nabla n_A(\mathbf r-\mathbf R_A)\,d\mathbf r=-\int n_A(\mathbf r-\mathbf R_A)\,\nabla\delta v(\mathbf r)\,d\mathbf r.$$

This is the force on a rigid electron cloud in the potential $\delta v$. One Poisson problem yields the Hartree part of $\delta v$ for all atoms, and each atom then needs an integral over the short range of its own density. In the local density approximation the other part is the product $f_{\rm xc}(n_{\rm in})\,\delta n$. For a gradient functional $f_{\rm xc}$ acts as a differential operator, and the product is replaced by the directional derivative of $v_{\rm xc}$ along $\delta n$.

The remaining matrices need no individual orbitals either. From $C^THC=\varepsilon$ it follows that $PHP=4C(C^THC)C^T=2W$, so $W=\tfrac12PHP$. A sparse density matrix therefore suffices. The derivation does, however, assume that $P$ projects on the occupied eigenspace of $H$. If truncation spoils this, the overlap term need no longer account exactly for the response of $P$, and the formula can depart from the derivative of the computed energy.

The Hartree part of the kernel term has a direct electrostatic meaning. Let $v_A=-Z_A/|\mathbf r-\mathbf R_A|$. The part of the external term that comes from $\delta n$, added to the Hartree part of $\mathbf F_A^K$, is

$$-\int\delta n(\mathbf r)\,\partial_A\big(v_A+v_{\rm H}[n_A]\big)(\mathbf r)\,d\mathbf r.$$

The bracket is the potential of the whole atom. If the atom is neutral and spherical, Gauss's law makes it zero outside the cloud. Without the kernel term, the nucleus would interact with the displaced charge $\delta n$ as a bare charge $Z_A$, with no screening by the electrons that travel with it.

The same kernel controls the error of the energy. Vary $n_{\rm in}$ while nuclei and basis stay fixed. The steps above, with an arbitrary variation in place of $\partial_An_{\rm in}$, give

$$\frac{\delta E}{\delta n_{\rm in}(\mathbf r')}=\int[n_{\rm out}(\mathbf r)-n_{\rm in}(\mathbf r)]\,K(\mathbf r,\mathbf r')\,d\mathbf r=\delta v(\mathbf r').$$

The energy is thus stationary at the self-consistent density $n_{\rm sc}$. Put $n_{\rm in}=n_{\rm sc}+x\Delta$ and let $\chi=\delta n_{\rm out}/\delta v$ be the response of independent electrons. To first order $n_{\rm out}=n_{\rm sc}+x\chi K\Delta$, where products stand for integrations. Then $n_{\rm out}-n_{\rm in}=x(\chi K-1)\Delta$, and integrating the derivative from $0$ to $x$ gives, to leading order,

$$E-E_{\rm sc}=\int_0^x\Delta K(\chi K-1)\Delta\,x'\,dx'=-\frac{x^2}{2}\,\Delta\,(K-K\chi K)\,\Delta.$$

The band energy is the minimum of ${\rm Tr}(PH)$ over allowed density matrices, and a minimum of functions linear in $v$ is concave in $v$. Its second derivative $\chi$ is therefore negative or zero. Where the repulsive Coulomb part makes $K$ positive for the given $\Delta$, the Harris–Foulkes energy lies below the self-consistent energy at this order.

A quadratic energy error does not mean that the kernel force is negligible. Let $\Delta(\mathbf R)=n_{\rm in}-n_{\rm sc}$ be the full input error and $Q=-(K-K\chi K)$. The leading energy error is $\tfrac12\Delta Q\Delta$, with gradient

$$\partial_A\big(\tfrac12\Delta Q\Delta\big)=(\partial_A\Delta)Q\Delta+\tfrac12\Delta(\partial_AQ)\Delta.$$

If $\Delta$ and $\partial_A\Delta$ are both small, this force error is of second order. If $\Delta$ is small at one geometry but changes appreciably with the positions, it is of first order. Leaving out $\mathbf F_A^K$ causes an error linear in $\delta n$ in either case, because it multiplies $\nabla n_A$, which is not small.

In dynamics the omission also spoils energy conservation. If $M_A\dot{\mathbf V}_A=\mathbf F_A$, the sum of the kinetic energy and $E$ has the rate of change $\sum_A\mathbf V_A\cdot(M_A\dot{\mathbf V}_A+\partial_AE)=0$. If the atoms are moved by $\mathbf F_A-\mathbf F_A^K$ instead, the rate is $-\sum_A\mathbf V_A\cdot\mathbf F_A^K$.

A distorted water molecule shows the sizes of the terms. The oxygen nucleus is at the origin, H1 at $(1.5,0,1.1)$ and H2 at $(-1.6,0,1.2)$ bohr, so the bond lengths are 1.8601 and 2.0000 bohr. The functional is the local density approximation with Slater exchange and VWN correlation, in the 6-31G basis. The input density of oxygen comes from a spherically averaged restricted Hartree–Fock calculation on the neutral atom in the same basis; that of hydrogen is the one-electron solution for the atom in this basis. Coulomb integrals are analytic; exchange-correlation integrals are sums over a fixed atom-centred grid. This level leaves out gradient and nonlocal exchange-correlation effects, and the basis is small. The numbers below belong to this basis and are not converged. In cc-pVTZ, with the atomic densities recomputed in that basis, the difference between the Harris–Foulkes and self-consistent energies moves from $-0.1209$ to $-0.1116$ hartree, $\tfrac12\int|\delta n|\,d\mathbf r$ from 0.98 to 1.00 electrons, and the $z$ force on oxygen from 0.0658 to 0.0769 hartree/bohr (Harris–Foulkes) and from 0.0268 to 0.0363 hartree/bohr (self-consistent).

One diagonalization gives $E=-75.9370$ hartree, while iteration to self-consistency gives $-75.8161$ hartree. The difference of $-0.1209$ hartree has the sign expected for positive $K$. The input is far from the output: $\tfrac12\int|\delta n|\,d\mathbf r=0.98$ electrons. This number counts every rearrangement of density, including those within an atom, and is not a charge transfer.

If the error of the input density is scaled by $x=0.04$ and $0.02$, the energy errors relative to self-consistency are $-1.9362\times10^{-4}$ and $-4.836\times10^{-5}$ hartree. Their ratio is 4.004, close to the quadratic value $(0.04/0.02)^2=4$. Dividing by $x^2$ gives $-0.1210$ and $-0.1209$ hartree. The full error at $x=1$ is almost the same, so in this molecule the quadratic estimate happens to serve well beyond small $x$.

For the $z$ component of the force on oxygen, the nuclear repulsion is

$$-\frac{8(1.1)}{1.8601^3}-\frac{8(1.2)}{2.0000^3}=-2.5673\ \text{hartree/bohr}.$$

With the external, basis and kernel terms in this order, the sum is

$$-2.5673+0.5095+0.9438+1.1798=0.0658\ \text{hartree/bohr},$$

or 3.382 eV/angstrom. Without the kernel term it would be $-1.1141$ hartree/bohr, with the wrong sign and about 17 times the size. This factor depends strongly on the basis: in cc-pVTZ the kernel term on oxygen is 0.704 hartree/bohr, and leaving it out gives about $-0.63$ hartree/bohr, again with the wrong sign and about 8 times the size. The kernel term consists of a Hartree part of 1.2737 and an exchange-correlation part of $-0.0939$ hartree/bohr. For H1 the corresponding parts are 0.1267 and $-0.0195$ hartree/bohr.

The rigid-cloud form explains most of the difference between these two $z$ components. The oxygen cloud holds eight electrons, so its Hartree part is $1.2737/8=0.159$ hartree/bohr per electron. The hydrogen cloud holds one, with 0.127 hartree/bohr. Averaged over each whole cloud, the $z$ components of the electrostatic field are of the same order for the two atoms, and the number of electrons supplies a factor of eight. The match is only rough. The field varies strongly over each cloud (on oxygen its mean is 0.27 hartree/bohr per electron within 0.3 bohr of the nucleus and 0.03 beyond 2 bohr), and in cc-pVTZ the values per electron are 0.090 for oxygen and 0.128 for H1. This does not carry over to the $x$ direction, where the Hartree part is $-0.0133$ hartree/bohr for oxygen and 0.1175 hartree/bohr for H1.

The in-plane forces, in hartree/bohr, are as follows.

| Component | Harris–Foulkes | Without $\mathbf F^K$ | Self-consistent |
|---|---:|---:|---:|
| O, $x$ | −0.0277 | −0.0123 | −0.0427 |
| O, $z$ | 0.0658 | −1.1141 | 0.0268 |
| H1, $x$ | −0.0220 | −0.1155 | 0.0022 |
| H1, $z$ | −0.0225 | −0.1297 | 0.0027 |
| H2, $x$ | 0.0497 | 0.1370 | 0.0406 |
| H2, $z$ | −0.0433 | −0.1440 | −0.0294 |

A common translation of all atoms leaves $E$ unchanged, so the complete forces must sum to zero. The $z$ components in the first column do so to about $10^{-5}$ hartree/bohr; the residue arises because the integration grid does not move with the molecule. The kernel terms alone sum to $1.1798+0.1072+0.1007\approx1.388$ hartree/bohr along $z$. They are one part of a balanced force and would not balance by themselves.

The table also separates consistency from accuracy. Along the direction from O to H1, the Harris–Foulkes force on H1 is

$$\frac{1.5(-0.0220)+1.1(-0.0225)}{1.8601}=-0.031\ \text{hartree/bohr},$$

which pulls the atom inward. The self-consistent force along this direction is $+0.003$ hartree/bohr, close to zero. Its sign depends on the basis: in cc-pVTZ the Harris–Foulkes and self-consistent values are $-0.049$ and $-0.013$ hartree/bohr, both inward, while their difference of about 0.035 hartree/bohr remains. The first is the derivative of the Harris–Foulkes energy, but that energy surface differs from the self-consistent one. A better input density is needed to bring the surfaces together; the kernel term cannot do this.

The formula rests on two further conditions. If the atomic densities depend on their surroundings, for example through adjustable charges, then

$$\partial_An_{\rm in}=-\nabla n_A+\sum_B(\partial_An_B)_{\rm shape},$$

where the last derivative is taken at fixed centres. The general expression $-\iint\delta n\,K\,\partial_An_{\rm in}$ still holds, but the rigid form of $\mathbf F_A^K$ is incomplete.

If the gap closes, fixed occupations can make the output density jump when levels cross. At an electronic temperature $\tau$, in energy units, one may use occupations $0<f_i<1$ per spin, now with $i$ running over all orbitals, and replace the band energy by

$$2\sum_i\big\{f_i\varepsilon_i+\tau[f_i\ln f_i+(1-f_i)\ln(1-f_i)]\big\}.$$

Its derivative with respect to $f_i$ is $2\{\varepsilon_i+\tau\ln[f_i/(1-f_i)]\}$. For Fermi occupations this equals $2\mu$, with $\mu$ the chemical potential. Changes of occupation then contribute $2\mu\sum_i\partial_Af_i=0$ at fixed electron number. The force formula keeps its form, with $P$, $W$ and $n_{\rm out}$ built from the fractional occupations, and it is now the derivative of the free energy. The shortcut $W=\tfrac12PHP$ is lost, because it used occupations of one and zero.
